# The k1 factors of two extreme-ultraviolet line patterns: a program that tests the result

```python
"""
Result under test: the lithographic factor k1 = half_pitch * NA / wavelength
is about 0.32 for 13 nm at NA 0.33 and about 0.33 for 8 nm at NA 0.55,
both at wavelength 13.5 nm. A grating of equal lines and spaces can be
imaged only if k1 >= 1 / (2 (1 + offset)).

half_pitch : half the grating period on the wafer, in nm
NA         : wafer-side numerical aperture
offset     : direction sine of the illumination divided by NA, 0 to 1
contrast   : (Imax - Imin) / (Imax + Imin) of the image intensity

Images are computed by Fourier filtering of a sampled binary mask
(scalar, in focus, no aberrations), without using the k1 formula.
"""
import numpy as np

WAVELENGTH = 13.5  # nm
SAMPLES = 256      # per period
PERIODS = 4


def image_contrast(half_pitch, na, offset):
    """Contrast with two mutually incoherent poles at +offset and -offset."""
    index = np.arange(SAMPLES * PERIODS)
    mask = (index % SAMPLES < SAMPLES // 2).astype(float)
    step = 2 * half_pitch / SAMPLES
    frequency = np.fft.fftfreq(index.size, d=step)
    spectrum = np.fft.fft(mask)
    intensity = np.zeros(index.size)
    for pole in (offset, -offset):
        direction_sine = WAVELENGTH * frequency + pole * na
        # The tiny allowance keeps a beam exactly on the pupil edge.
        passed = np.abs(direction_sine) <= na * (1 + 1e-9)
        field = np.fft.ifft(spectrum * passed)
        intensity += 0.5 * np.abs(field) ** 2
    high, low = intensity.max(), intensity.min()
    return (high - low) / (high + low)


def cutoff_half_pitch(na, offset):
    """Smallest half-pitch with visible modulation, by bisection, in nm."""
    dark, visible = 2.0, 40.0
    assert image_contrast(dark, na, offset) < 1e-9
    assert image_contrast(visible, na, offset) > 0.01
    for _ in range(50):
        middle = 0.5 * (dark + visible)
        if image_contrast(middle, na, offset) > 0.01:
            visible = middle
        else:
            dark = middle
    return visible


def k1_factor(half_pitch, na):
    return half_pitch * na / WAVELENGTH


# The cutoff law, against numerically formed images.
for na in (0.33, 0.55):
    for offset in (0.0, 0.3, 0.5, 0.8, 1.0):
        predicted = WAVELENGTH / (2 * (1 + offset) * na)
        found = cutoff_half_pitch(na, offset)
        assert abs(found / predicted - 1) < 1e-6

two_order_contrast = 4 * np.pi / (np.pi ** 2 + 4)
print(f"Wavelength: {WAVELENGTH:.1f} nm")
print(f"Two-order contrast from formula: {two_order_contrast:.3f}")

for half_pitch, na, expected in ((13.0, 0.33, 0.32), (8.0, 0.55, 0.33)):
    k1 = k1_factor(half_pitch, na)
    limit = cutoff_half_pitch(na, 1.0)
    axis_limit = cutoff_half_pitch(na, 0.0)
    # k1 recovered from the simulated on-axis and extreme cutoffs.
    k1_from_images = 0.25 * half_pitch / limit
    assert abs(k1 - k1_from_images) < 1e-6
    assert abs(k1 - 0.5 * half_pitch / axis_limit) < 1e-6
    assert abs(k1 - expected) < 0.005

    separation = 1 / (2 * k1)
    minimum_offset = separation - 1
    symmetric_offset = separation / 2
    on_axis = image_contrast(half_pitch, na, 0.0)
    oblique = image_contrast(half_pitch, na, symmetric_offset)
    assert on_axis < 1e-9
    assert image_contrast(half_pitch, na, minimum_offset - 0.001) < 1e-9
    assert image_contrast(half_pitch, na, minimum_offset + 0.001) > 0.5
    # Finite sampling of the mask and of the fringe limits the agreement.
    assert abs(oblique - two_order_contrast) < 1e-3

    print(f"--- Half-pitch {half_pitch:.0f} nm, NA {na:.2f}")
    print(f"Product half-pitch * NA: {half_pitch * na:.2f} nm")
    print(f"k1 from definition: {k1:.4f} (rounded {k1:.2f})")
    print(f"k1 from simulated cutoff: {k1_from_images:.4f}")
    print(f"Wavelength / NA: {WAVELENGTH / na:.2f} nm")
    print(f"Smallest half-pitch, on-axis light: {axis_limit:.2f} nm")
    print(f"Smallest half-pitch, offset 1: {limit:.2f} nm")
    print(f"Half-pitch / smallest half-pitch: {half_pitch / limit:.3f}")
    print(f"Order separation / NA: {separation:.3f}")
    print(f"Minimum source offset: {minimum_offset:.3f}")
    print(f"Symmetric source offset: {symmetric_offset:.3f}")
    print(f"Simulated contrast, on-axis: {abs(on_axis):.3f}")
    print(f"Simulated contrast, symmetric offset: {oblique:.3f}")

# The finer pattern in the smaller aperture fails for every direction.
k1_fail = k1_factor(8.0, 0.33)
best_fail = max(image_contrast(8.0, 0.33, s) for s in np.linspace(0, 1, 101))
assert k1_fail < 0.25
assert best_fail < 1e-9
print("--- Half-pitch 8 nm, NA 0.33")
print(f"k1 from definition: {k1_fail:.4f}")
print(f"Order separation / NA: {1 / (2 * k1_fail):.3f}")
print(f"Best simulated contrast over offsets 0 to 1: {best_fail:.3f}")

print("every check passed")
```

Running it gives:

```
Wavelength: 13.5 nm
Two-order contrast from formula: 0.906
--- Half-pitch 13 nm, NA 0.33
Product half-pitch * NA: 4.29 nm
k1 from definition: 0.3178 (rounded 0.32)
k1 from simulated cutoff: 0.3178
Wavelength / NA: 40.91 nm
Smallest half-pitch, on-axis light: 20.45 nm
Smallest half-pitch, offset 1: 10.23 nm
Half-pitch / smallest half-pitch: 1.271
Order separation / NA: 1.573
Minimum source offset: 0.573
Symmetric source offset: 0.787
Simulated contrast, on-axis: 0.000
Simulated contrast, symmetric offset: 0.906
--- Half-pitch 8 nm, NA 0.55
Product half-pitch * NA: 4.40 nm
k1 from definition: 0.3259 (rounded 0.33)
k1 from simulated cutoff: 0.3259
Wavelength / NA: 24.55 nm
Smallest half-pitch, on-axis light: 12.27 nm
Smallest half-pitch, offset 1: 6.14 nm
Half-pitch / smallest half-pitch: 1.304
Order separation / NA: 1.534
Minimum source offset: 0.534
Symmetric source offset: 0.767
Simulated contrast, on-axis: 0.000
Simulated contrast, symmetric offset: 0.906
--- Half-pitch 8 nm, NA 0.33
k1 from definition: 0.1956
Order separation / NA: 2.557
Best simulated contrast over offsets 0 to 1: 0.000
every check passed
```
